# Pulay Stress in a Plane-Wave Basis and Hafnia Lattice Parameters: test program

```python
"""Pulay stress of a plane-wave basis, tested on a three-dimensional model.

Result under test (stress = (1/volume) dE/dstrain, tension positive):
  stress at fixed plane-wave labels - converged stress
      = -(2 Ecut / (3 volume)) dE/dEcut      for each axis, isotropic case,
so a relaxation with fixed labels ends at too small a cell.
Model: one Gaussian well -V0 exp(-sum x_i^2/s_i^2) per orthorhombic cell,
lowest band doubly filled; K = k + G is a plane-wave vector.
A basis-independent harmonic lattice energy makes the reference cell
stress-free when the plane-wave basis is converged.
Lengths in angstrom, energies in eV, printed stresses in GPa.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

HBAR2_OVER_M = sc.hbar**2 / sc.m_e / sc.e * 1e20      # eV angstrom^2
GPA = sc.e * 1e30 * 1e-9                              # GPa per eV/angstrom^3
DEPTH = 50.0
ROUND_WELL = np.array([1.0, 1.0, 1.0])
CELL0 = np.array([3.8, 4.0, 4.2])
VOL0 = CELL0.prod()
ELASTIC_GPA = np.array([[400.0, 150.0, 120.0],
                        [150.0, 350.0, 140.0],
                        [120.0, 140.0, 250.0]])
ELASTIC = ELASTIC_GPA / GPA
ECUT_MAIN = 110.0
ECUT_REF = 300.0


def k_mesh(n):
    """Shifted n*n*n mesh; mirror symmetry leaves one octant, equal weights."""
    one_axis = (np.arange(n // 2) + 0.5) / n
    return np.array(list(itertools.product(one_axis, repeat=3)))


def choose_labels(cell, ecut, n, stretch=np.ones(3)):
    """Integer labels with kinetic energy of stretch*K below ecut."""
    kmax = np.sqrt(2 * ecut / HBAR2_OVER_M)
    axes = [np.arange(-m, m + 1)
            for m in (kmax * cell / (2 * np.pi)).astype(int) + 2]
    box = np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T
    chosen = []
    for k in k_mesh(n):
        vectors = 2 * np.pi * (box + k) / cell * stretch
        chosen.append(box[(vectors**2).sum(axis=1) <= kmax**2])
    return chosen


def band(cell, labels, n, width=ROUND_WELL, with_stress=True):
    """Energy per cell and its strain derivatives at fixed labels."""
    volume = cell.prod()
    energy, derivative = 0.0, np.zeros(3)
    points = k_mesh(n)
    for k, integers in zip(points, labels):
        K = 2 * np.pi * (integers + k) / cell
        diff2 = [(K[:, i, None] - K[None, :, i])**2 for i in range(3)]
        exponent = sum(width[i]**2 * diff2[i] for i in range(3)) / 4
        V = -DEPTH * np.pi**1.5 * width.prod() / volume * np.exp(-exponent)
        H = V + np.diag(HBAR2_OVER_M / 2 * (K**2).sum(axis=1))
        value, vector = eigh(H, subset_by_index=[0, 0])
        energy += 2 * value[0] / len(points)
        if with_stress:
            c = vector[:, 0]
            potential = c @ V @ c
            for i in range(3):
                kinetic_part = -HBAR2_OVER_M * (c**2 * K[:, i]**2).sum()
                well_part = (-potential
                             + width[i]**2 / 2 * (c @ ((V * diff2[i]) @ c)))
                derivative[i] += 2 * (kinetic_part + well_part) / len(points)
    return energy, derivative


def energy_at_cutoff(ecut, width=ROUND_WELL, stretch=np.ones(3)):
    labels = choose_labels(CELL0, ecut, 6, stretch)
    return band(CELL0, labels, 6, width, with_stress=False)[0]


print(f"hbar^2/m = {HBAR2_OVER_M:.4f} eV A^2")
print(f"well depth = {DEPTH:.1f} eV, width = {ROUND_WELL[0]:.1f} A")
print("reference a, b, c = %.3f %.3f %.3f A" % tuple(CELL0))
print(f"reference volume = {VOL0:.3f} A^3")
for row in ELASTIC_GPA:
    print("elastic constants row = %.0f %.0f %.0f GPa" % tuple(row))

# Stress theorem against finite differences with the labels held fixed.
test_labels = choose_labels(CELL0, ECUT_MAIN, 2)
analytic = band(CELL0, test_labels, 2)[1]
numeric = np.zeros(3)
step = 1e-4
for axis in range(3):
    shift = np.zeros(3)
    shift[axis] = step
    numeric[axis] = (band(CELL0 * (1 + shift), test_labels, 2)[0]
                     - band(CELL0 * (1 - shift), test_labels, 2)[0]) / (2 * step)
theorem_error = np.abs(analytic - numeric).max()
assert theorem_error < 1e-4
print(f"stress theorem minus finite difference = {theorem_error:.1e} eV")

# Converged reference.
E_ref, d_ref = band(CELL0, choose_labels(CELL0, ECUT_REF, 4), 4)
stress_ref = d_ref / VOL0
print(f"reference cutoff = {ECUT_REF:.0f} eV")
print(f"converged band energy = {E_ref:.4f} eV/cell")

# Stress error at fixed labels against the cutoff derivative of the energy.
pulay_formula, pulay_direct = {}, {}
for ecut in (90.0, ECUT_MAIN, 140.0):
    labels = choose_labels(CELL0, ecut, 6)
    count = np.mean([len(x) for x in labels])
    expected_count = VOL0 * (2 * ecut / HBAR2_OVER_M)**1.5 / (6 * np.pi**2)
    assert abs(count / expected_count - 1) < 0.01
    E, d = band(CELL0, labels, 6)
    error = E - E_ref
    window = 0.08 * ecut
    upper = energy_at_cutoff(ecut + window) - E_ref
    lower = energy_at_cutoff(ecut - window) - E_ref
    assert lower > error > upper > 0
    slope = error * np.log(upper / lower) / (2 * window)
    pulay_formula[ecut] = -2 * ecut / (3 * VOL0) * slope
    pulay_direct[ecut] = d / VOL0 - stress_ref
    # Tolerances: finite k mesh samples the cutoff surface discretely.
    assert abs(pulay_direct[ecut].mean() / pulay_formula[ecut] - 1) < 0.06
    assert np.abs(pulay_direct[ecut] / pulay_formula[ecut] - 1).max() < 0.10
    print(f"Ecut {ecut:.0f} eV: mean plane waves = {count:.1f}")
    print(f"  energy error = {error:.5f} eV, dE/dEcut = {slope:.3e}")
    print(f"  Pulay stress, formula = {pulay_formula[ecut] * GPA:.3f} GPa")
    print("  stress error xx, yy, zz = %.3f %.3f %.3f GPa"
          % tuple(pulay_direct[ecut] * GPA))
assert pulay_formula[90.0] > pulay_formula[ECUT_MAIN] > pulay_formula[140.0]

# Nonspherical well: reshape the cutoff region while the cell is unstrained.
flat_well = np.array([1.0, 1.0, 0.9])
E_flat_ref, d_flat_ref = band(CELL0, choose_labels(CELL0, ECUT_REF, 4), 4,
                              flat_well)
E_flat, d_flat = band(CELL0, choose_labels(CELL0, ECUT_MAIN, 6), 6, flat_well)
direct_flat = (d_flat - d_flat_ref) / VOL0
reshaped = np.zeros(3)
eta = 0.04
for axis in range(3):
    shift = np.zeros(3)
    shift[axis] = eta
    smaller = energy_at_cutoff(ECUT_MAIN, flat_well, 1 + shift) - E_flat_ref
    larger = energy_at_cutoff(ECUT_MAIN, flat_well, 1 - shift) - E_flat_ref
    reshaped[axis] = ((E_flat - E_flat_ref) * np.log(smaller / larger)
                      / (2 * eta) / VOL0)
assert np.abs(direct_flat - reshaped).max() < 0.10 * direct_flat.max()
assert direct_flat[2] > 1.1 * direct_flat[0]
print("nonspherical well widths = %.1f %.1f %.1f A" % tuple(flat_well))
print("  stress error xx, yy, zz = %.3f %.3f %.3f GPa"
      % tuple(direct_flat * GPA))
print("  from reshaped cutoff = %.3f %.3f %.3f GPa" % tuple(reshaped * GPA))


def total_gradient(strain, derivative):
    """(1/VOL0) dE_total/dstrain, including the lattice energy."""
    return derivative / (1 + strain) / VOL0 - stress_ref + ELASTIC @ strain


# Relax all three axes with the labels chosen once in the reference cell.
fixed_labels = choose_labels(CELL0, ECUT_MAIN, 6)
strain = np.zeros(3)
for _ in range(12):
    d = band(CELL0 * (1 + strain), fixed_labels, 6)[1]
    gradient = total_gradient(strain, d)
    if np.abs(gradient).max() * GPA < 1e-4:
        break
    strain = strain - np.linalg.solve(ELASTIC, gradient)
assert np.abs(gradient).max() * GPA < 1e-3
predicted = -np.linalg.solve(ELASTIC, pulay_formula[ECUT_MAIN] * np.ones(3))
# Linear response omits the change of Pulay stress during the contraction.
assert np.linalg.norm(strain - predicted) < 0.2 * np.linalg.norm(predicted)
assert strain.max() < 0
relaxed = CELL0 * (1 + strain)
print(f"fixed-label relaxation at Ecut = {ECUT_MAIN:.0f} eV")
print("  a, b, c = %.4f %.4f %.4f A" % tuple(relaxed))
print("  strains = %.3f %.3f %.3f percent" % tuple(100 * strain))
print("  linear response = %.3f %.3f %.3f percent" % tuple(100 * predicted))
print(f"  volume change = {100 * (relaxed.prod() / VOL0 - 1):.3f} percent")
print(f"  c/a: reference {CELL0[2] / CELL0[0]:.5f},"
      f" relaxed {relaxed[2] / relaxed[0]:.5f}")

# Converged stress in the cell that the truncated basis calls stress-free.
d = band(relaxed, choose_labels(relaxed, ECUT_REF, 4), 4)[1]
true_stress = total_gradient(strain, d) * (1 + strain) * VOL0 / relaxed.prod()
hidden_pressure = -true_stress.mean()
assert abs(hidden_pressure / pulay_formula[ECUT_MAIN] - 1) < 0.2
print(f"  true pressure in relaxed cell = {hidden_pressure * GPA:.3f} GPa")

# Isotropic energy curves: labels held fixed, and labels renewed at each cell.
grid = np.linspace(-0.03, 0.03, 9)
curves = {"fixed labels": [], "fixed cutoff": []}
for e in grid:
    cell = CELL0 * (1 + e)
    lattice = VOL0 * (-stress_ref.sum() * e + ELASTIC.sum() * e**2 / 2)
    renewed = choose_labels(cell, ECUT_MAIN, 6)
    for name, labels in (("fixed labels", fixed_labels),
                         ("fixed cutoff", renewed)):
        E = band(cell, labels, 6, with_stress=False)[0]
        curves[name].append(E + lattice)
minimum = {}
for name, values in curves.items():
    fit = np.polynomial.Polynomial.fit(grid, values, 3)
    roots = fit.deriv().roots()
    real = roots[np.abs(roots.imag) < 1e-10].real
    minimum[name] = real[np.argmin(np.abs(real))]
    roughness = np.sqrt(np.mean((fit(grid) - np.array(values))**2))
    print(f"{name}: length error at minimum ="
          f" {100 * minimum[name]:.4f} percent")
    print(f"  rms deviation from cubic fit = {1000 * roughness:.3f} meV")
assert minimum["fixed labels"] < 0
assert abs(minimum["fixed cutoff"]) < 0.2 * abs(minimum["fixed labels"])

print("OK")
```

Printed output:

```
hbar^2/m = 7.6200 eV A^2
well depth = 50.0 eV, width = 1.0 A
reference a, b, c = 3.800 4.000 4.200 A
reference volume = 63.840 A^3
elastic constants row = 400 150 120 GPa
elastic constants row = 150 350 140 GPa
elastic constants row = 120 140 250 GPa
stress theorem minus finite difference = 9.1e-08 eV
reference cutoff = 300 eV
converged band energy = -32.4923 eV/cell
Ecut 90 eV: mean plane waves = 123.8
  energy error = 0.24291 eV, dE/dEcut = -1.272e-02
  Pulay stress, formula = 1.915 GPa
  stress error xx, yy, zz = 1.933 1.941 1.943 GPa
Ecut 110 eV: mean plane waves = 166.7
  energy error = 0.08716 eV, dE/dEcut = -4.484e-03
  Pulay stress, formula = 0.825 GPa
  stress error xx, yy, zz = 0.830 0.823 0.824 GPa
Ecut 140 eV: mean plane waves = 240.4
  energy error = 0.01889 eV, dE/dEcut = -9.376e-04
  Pulay stress, formula = 0.220 GPa
  stress error xx, yy, zz = 0.220 0.219 0.220 GPa
nonspherical well widths = 1.0 1.0 0.9 A
  stress error xx, yy, zz = 0.863 0.855 1.189 GPa
  from reshaped cutoff = 0.838 0.854 1.214 GPa
fixed-label relaxation at Ecut = 110 eV
  a, b, c = 3.7961 3.9959 4.1908 A
  strains = -0.103 -0.102 -0.219 percent
  linear response = -0.100 -0.103 -0.224 percent
  volume change = -0.424 percent
  c/a: reference 1.10526, relaxed 1.10398
  true pressure in relaxed cell = 0.818 GPa
fixed labels: length error at minimum = -0.1354 percent
  rms deviation from cubic fit = 0.004 meV
fixed cutoff: length error at minimum = 0.0011 percent
  rms deviation from cubic fit = 0.421 meV
OK
```
